**Threshold-switch relaxation oscillator: period and conditions**

A source \(V_0\) feeds, through \(R_s\), a capacitor \(C\) in parallel with a switch of resistance \(R_{\rm off}\) or \(R_{\rm on}\), which turns on at \(V_{\rm th}\) and off at \(V_{\rm h}\). With \(v_{\rm off}, v_{\rm on}\) the resting voltages and \(\tau_{\rm off}, \tau_{\rm on}\) the time constants of the two states, oscillation requires \(v_{\rm off}>V_{\rm th}\) and \(v_{\rm on}<V_{\rm h}\), and the period is \(T=\tau_{\rm off}\ln[(v_{\rm off}-V_{\rm h})/(v_{\rm off}-V_{\rm th})]+\tau_{\rm on}\ln[(V_{\rm th}-v_{\rm on})/(V_{\rm h}-v_{\rm on})]\). The program integrates the node equation and asserts that the legs, the cold start, the proportionality to \(C\), the growth of the period near the window edges and the first-order delay corrections agree with the formulas within stated tolerances. A separate time-stepping simulation of 2000 random circuits asserts that those which keep switching are the ones the two inequalities select; 436 of them oscillate. Further assertions cover the supply and resistor windows, the smallest useful series resistance, the convexity of the period at sampled supply voltages and the limit of ideal switch resistances. For the example the output gives a period of 395.91 ns from both formula and integration, a supply window of 2.20 to 11.00 V, and a shortest period of 297.88 ns at 8.067 V.

## Check in Python

```python
"""Relaxation oscillator with a threshold switch.

Circuit: source V0 -> series resistor Rs -> node; at the node a capacitor C
is in parallel with a switch of resistance Roff or Ron. The switch turns on
when the node voltage v rises to Vth and off when v falls to Vh < Vth.
Result under test: with
  v_off = V0*Roff/(Rs+Roff),  tau_off = C*Rs*Roff/(Rs+Roff)
and v_on, tau_on defined likewise with Ron, oscillation is sustained
if and only if v_off > Vth and v_on < Vh, and the period is
  T = tau_off*ln((v_off-Vh)/(v_off-Vth))
    + tau_on*ln((Vth-v_on)/(Vh-v_on)).
All quantities are in SI units inside the program.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import minimize_scalar

Vth, Vh = 2.0, 1.0
Roff, Ron = 1.0e5, 1.0e3
Rs, C, V0 = 1.0e4, 1.0e-10, 5.0


def target_and_tau(supply, series, cap, R):
    """Resting voltage and time constant for switch resistance R."""
    return supply * R / (series + R), cap * series * R / (series + R)


def legs(supply, series=Rs, cap=C):
    """Derived durations of the off leg and the on leg."""
    v_off, tau_off = target_and_tau(supply, series, cap, Roff)
    v_on, tau_on = target_and_tau(supply, series, cap, Ron)
    t_off = tau_off * np.log((v_off - Vh) / (v_off - Vth))
    t_on = tau_on * np.log((Vth - v_on) / (Vh - v_on))
    return t_off, t_on


def flip_times(supply, cap=C, n_flips=4, delay_on=0.0, delay_off=0.0):
    """Integrate the node equation from v=0, off; return switching times."""
    t, v, on, times = 0.0, 0.0, False, []
    for _ in range(n_flips):
        R = Ron if on else Roff
        level = Vh if on else Vth
        delay = delay_off if on else delay_on

        def rhs(_, y):
            return [((supply - y[0]) / Rs - y[0] / R) / cap]

        def crossing(_, y):
            return y[0] - level

        crossing.terminal = True
        opts = dict(method="DOP853", rtol=1e-11, atol=1e-13, max_step=1e-8)
        sol = solve_ivp(rhs, (0.0, 3e-5), [v], events=crossing, **opts)
        assert sol.status == 1, "threshold was not reached"
        t += sol.t_events[0][0]
        v = sol.y_events[0][0][0]
        if delay > 0.0:
            extra = solve_ivp(rhs, (0.0, delay), [v], **opts)
            v = extra.y[0, -1]
            t += delay
        on = not on
        times.append(t)
    return np.array(times)


def simulated_period(supply, **kw):
    times = flip_times(supply, **kw)
    return times[3] - times[1]


def count_flips(supply, series, r_on, r_off, v_th, v_h, start_on):
    """Count switchings of many circuits by small explicit time steps.

    Each step is 1/100 of the current RC time; 6000 steps are made.
    """
    v = np.where(start_on, v_th, 0.0) + 0.0 * supply
    on = np.full(v.shape, start_on)
    n = np.zeros(v.shape, dtype=int)
    for _ in range(6000):
        R = np.where(on, r_on, r_off)
        net_current = (supply - v) / series - v / R
        v = v + 0.01 * net_current / (1.0 / series + 1.0 / R)
        flip = np.where(on, v <= v_h, v >= v_th)
        n += flip
        on = on ^ flip
    return n


# Period, individual legs, cold start and exact repetition
v_off, tau_off = target_and_tau(V0, Rs, C, Roff)
v_on, tau_on = target_and_tau(V0, Rs, C, Ron)
t_off, t_on = legs(V0)
T = t_off + t_on
times = flip_times(V0, n_flips=6)
t_first = tau_off * np.log(v_off / (v_off - Vth))
assert abs(times[0] / t_first - 1) < 1e-6
assert np.allclose(np.diff(times)[0::2], t_on, rtol=1e-6, atol=0)
assert np.allclose(np.diff(times)[1::2], t_off, rtol=1e-6, atol=0)
T_sim = times[3] - times[1]
assert abs(simulated_period(V0, cap=2 * C) / T_sim - 2) < 1e-6

# Oscillation conditions on random circuits (Ron = 1, Vth = 1 as units)
rng = np.random.default_rng(7)
N = 2000
r_off = 10 ** rng.uniform(0.3, 2.0, N)
v_h = rng.uniform(0.2, 0.95, N)
sup = np.exp(rng.uniform(np.log(0.8), np.log(5.0), N))
ser = 10 ** rng.uniform(-0.5, 2.3, N)
reaches_on = sup * r_off / (ser + r_off) > 1.0
reaches_off = sup / (ser + 1.0) < v_h
predicted = reaches_on & reaches_off
for start_on in (False, True):
    n = count_flips(sup, ser, 1.0, r_off, 1.0, v_h, start_on)
    assert np.array_equal(n >= 3, predicted)
    assert np.all(n[~predicted] <= 1)
    oscillates = n >= 3
groups = [predicted, reaches_on & ~reaches_off,
          ~reaches_on & reaches_off, ~reaches_on & ~reaches_off]
assert min(g.sum() for g in groups) >= 20
i_th, i_h = 1.0 / r_off, v_h
no_window = i_h <= i_th
assert no_window.sum() >= 20 and not np.any(oscillates & no_window)

# Supply window and the smallest series resistance that has one
Ith, Ih = Vth / Roff, Vh / Ron
V_low, V_high = Vth + Rs * Ith, Vh + Rs * Ih
R_low, R_high = Ron * (V0 / Vh - 1), Roff * (V0 / Vth - 1)
R_star = (Vth - Vh) / (Ih - Ith)
V_star = Vth + R_star * Ith
scan = np.linspace(1.0, 4.0, 1201)
below = count_flips(scan, 0.95 * R_star, Ron, Roff, Vth, Vh, False)
above = count_flips(scan, 1.05 * R_star, Ron, Roff, Vth, Vh, False)
assert not np.any(below >= 3) and np.any(above >= 3)
edge_V = np.array([0.99 * V_low, 1.01 * V_low,
                   0.99 * V_high, 1.01 * V_high])
edge_n = count_flips(edge_V, Rs, Ron, Roff, Vth, Vh, False)
assert list(edge_n >= 3) == [False, True, True, False]
edge_R = np.array([0.99 * R_low, 1.01 * R_low,
                   0.99 * R_high, 1.01 * R_high])
edge_n = count_flips(np.full(4, V0), edge_R, Ron, Roff, Vth, Vh, False)
assert list(edge_n >= 3) == [False, True, True, False]

# Logarithmic divergence at both edges of the supply window
gap = 1e-3
grow_low = (simulated_period(V_low + gap / 2)
            - simulated_period(V_low + gap))
grow_high = (simulated_period(V_high - gap / 2)
             - simulated_period(V_high - gap))
assert abs(grow_low / (tau_off * np.log(2)) - 1) < 5e-3
assert abs(grow_high / (tau_on * np.log(2)) - 1) < 5e-3

# Convexity in the supply voltage and the single minimum
volts = np.linspace(3.0, 10.0, 8)
T_scan = np.array([simulated_period(x) for x in volts])
assert np.allclose(T_scan, [sum(legs(x)) for x in volts], rtol=1e-6, atol=0)
assert np.all(np.diff(T_scan, 2) > 0)
best = minimize_scalar(lambda x: sum(legs(x)) * 1e9, method="bounded",
                       bounds=(V_low + 0.01, V_high - 0.01),
                       options={"xatol": 1e-7})
V_fast, T_fast = best.x, best.fun * 1e-9
assert simulated_period(0.97 * V_fast) > simulated_period(V_fast)
assert simulated_period(1.03 * V_fast) > simulated_period(V_fast)

# First-order effect of switching delays
delay = 1e-9
rise_th, fall_th = (v_off - Vth) / tau_off, (Vth - v_on) / tau_on
rise_h, fall_h = (v_off - Vh) / tau_off, (Vh - v_on) / tau_on
factor_on = 1 + rise_th / fall_th
factor_off = 1 + fall_h / rise_h
sim_on = (simulated_period(V0, delay_on=delay) - T_sim) / delay
sim_off = (simulated_period(V0, delay_off=delay) - T_sim) / delay
assert abs(sim_on / factor_on - 1) < 0.02
assert abs(sim_off / factor_off - 1) < 0.02

# Ideal-resistance limit: simple estimate and its approach
T_simple = Rs * C * np.log((V0 - Vh) / (V0 - Vth))
saved = (Roff, Ron)
Roff, Ron = 1e9, 1.0
T_limit = simulated_period(V0)
Roff, Ron = saved
assert abs(T_limit / T_simple - 1) < 1e-3

# Two supplies outside the window
V_fail = np.array([2.1, 12.0])
n_fail = count_flips(V_fail, Rs, Ron, Roff, Vth, Vh, False)
assert list(n_fail) == [0, 1]

print(f"Vth = {Vth:.1f} V, Vh = {Vh:.1f} V, V0 = {V0:.1f} V")
print(f"Roff = {Roff/1e3:.0f} kohm, Ron = {Ron/1e3:.0f} kohm")
print(f"Rs = {Rs/1e3:.0f} kohm, C = {C*1e12:.0f} pF")
print(f"off-state target v_off = {v_off:.4f} V")
print(f"on-state target v_on = {v_on:.4f} V")
print(f"tau_off = {tau_off*1e9:.2f} ns, tau_on = {tau_on*1e9:.2f} ns")
print(f"log factor, off leg = {t_off/tau_off:.4f}")
print(f"log factor, on leg = {t_on/tau_on:.4f}")
print(f"off leg = {t_off*1e9:.2f} ns, on leg = {t_on*1e9:.2f} ns")
print(f"period from formula = {T*1e9:.2f} ns")
print(f"period from integration = {T_sim*1e9:.2f} ns")
print(f"frequency = {1e-6/T:.3f} MHz")
print(f"first leg from v=0 = {t_first*1e9:.2f} ns")
print(f"Ith = {Ith*1e6:.1f} uA, Ih = {Ih*1e6:.1f} uA")
print(f"device current just after turn-on = {Vth/Ron*1e3:.2f} mA")
print(f"device current just after turn-off = {Vh/Roff*1e6:.1f} uA")
print(f"supply window = {V_low:.2f} to {V_high:.2f} V")
print(f"Rs window at V0 = {R_low/1e3:.1f} to {R_high/1e3:.1f} kohm")
print(f"corner Rs* = {R_star:.1f} ohm, corner V0* = {V_star:.4f} V")
print(f"supply for shortest period = {V_fast:.3f} V")
print(f"shortest period = {T_fast*1e9:.2f} ns")
print(f"added at lower edge per halving = {grow_low*1e9:.1f} ns")
print(f"added at upper edge per halving = {grow_high*1e9:.1f} ns")
for x, k in zip(V_fail, n_fail):
    a = target_and_tau(x, Rs, C, Roff)[0]
    b = target_and_tau(x, Rs, C, Ron)[0]
    print(f"V0 = {x:.1f} V: v_off = {a:.3f} V, v_on = {b:.3f} V, "
          f"switchings = {k}")
print(f"simple estimate of period = {T_simple*1e9:.2f} ns")
print(f"its relative error = {100*(T_simple/T-1):.1f} %")
print(f"test delay = {delay*1e9:.1f} ns")
print(f"turn-on delay factor: formula {factor_on:.3f}, "
      f"integration {sim_on:.3f}")
print(f"turn-off delay factor: formula {factor_off:.3f}, "
      f"integration {sim_off:.3f}")
print(f"random circuits = {N}, oscillating = {groups[0].sum()}")
print(f"latched on = {groups[1].sum()}, "
      f"resting off = {groups[2].sum()}, "
      f"bistable = {groups[3].sum()}")
print("PASS")
```

Running it gives:

```
Vth = 2.0 V, Vh = 1.0 V, V0 = 5.0 V
Roff = 100 kohm, Ron = 1 kohm
Rs = 10 kohm, C = 100 pF
off-state target v_off = 4.5455 V
on-state target v_on = 0.4545 V
tau_off = 909.09 ns, tau_on = 90.91 ns
log factor, off leg = 0.3314
log factor, on leg = 1.0415
off leg = 301.23 ns, on leg = 94.68 ns
period from formula = 395.91 ns
period from integration = 395.91 ns
frequency = 2.526 MHz
first leg from v=0 = 527.11 ns
Ith = 20.0 uA, Ih = 1000.0 uA
device current just after turn-on = 2.00 mA
device current just after turn-off = 10.0 uA
supply window = 2.20 to 11.00 V
Rs window at V0 = 4.0 to 150.0 kohm
corner Rs* = 1020.4 ohm, corner V0* = 2.0204 V
supply for shortest period = 8.067 V
shortest period = 297.88 ns
added at lower edge per halving = 629.7 ns
added at upper edge per halving = 63.0 ns
V0 = 2.1 V: v_off = 1.909 V, v_on = 0.191 V, switchings = 0
V0 = 12.0 V: v_off = 10.909 V, v_on = 1.091 V, switchings = 1
simple estimate of period = 287.68 ns
its relative error = -27.3 %
test delay = 1.0 ns
turn-on delay factor: formula 1.165, integration 1.164
turn-off delay factor: formula 2.538, integration 2.529
random circuits = 2000, oscillating = 436
latched on = 531, resting off = 970, bistable = 63
PASS
```
